# Kernel and support-function gradients for a separable density matrix

## Result

A closed-shell system of $2N$ electrons is described by the one-spin density matrix

$$\rho(\mathbf r,\mathbf r')=\sum_{\alpha\beta}\phi_\alpha(\mathbf r)K^{\alpha\beta}\phi_\beta(\mathbf r'),\qquad n(\mathbf r)=2\rho(\mathbf r,\mathbf r).\tag{1}$$

The $M\ge N$ support functions $\phi_\alpha$ are real and linearly independent, and the kernel $K$ is real and symmetric. Let $S_{\alpha\beta}=\langle\phi_\alpha|\phi_\beta\rangle$ and $H_{\alpha\beta}=\langle\phi_\alpha|\hat H|\phi_\beta\rangle$, where $\hat H$ is the Kohn-Sham Hamiltonian of the current density $n$. The constraints are

$$KSK=K,\qquad \mathrm{tr}(KS)=N.\tag{2}$$

A kernel that obeys (2) is called feasible. Without the constraints, the energy gradients are

$$\frac{\partial E}{\partial K^{\alpha\beta}}=2H_{\beta\alpha},\qquad \frac{\delta E}{\delta\phi_\alpha}=4\sum_\beta K^{\alpha\beta}\hat H\phi_\beta.\tag{3}$$

With the constraints, the inner loop (kernel varied, functions fixed) is stationary when

$$HKS=SKH,\tag{4}$$

and the outer loop, which minimizes $L[\phi]=\min_K E$, has the gradient

$$G^\alpha=4\sum_\beta\left[K^{\alpha\beta}\hat H\phi_\beta-(KHK)^{\alpha\beta}\phi_\beta\right].\tag{5}$$

If the functions may vary everywhere in space, $G^\alpha=0$ for all $\alpha$ is equivalent to $[\hat H,\hat\rho]=0$, that is, to the self-consistent Kohn-Sham equations for the occupied space. Two limits apply. Stationarity does not select the lowest $N$ levels, and confining the functions to regions turns the equivalence into a variational approximation.

The algebra is in atomic units. Occupations are zero or one per spin, so metals with fractional occupations are outside the derivation.

## Gradients without constraints

The energy is

$$E=2\,\mathrm{Tr}\left(-\tfrac12\nabla^2\hat\rho\right)+\int v_{\rm ext}n\,d\mathbf r+E_{\rm Hxc}[n],$$

where $E_{\rm Hxc}$ contains the Hartree and exchange-correlation terms and is assumed differentiable, with $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$. Since $\delta n(\mathbf r)=2\,\delta\rho(\mathbf r,\mathbf r)$, both potential terms acquire the same factor 2 as the kinetic term:

$$\delta E=2\,\mathrm{Tr}(\hat H\,\delta\hat\rho),\qquad \hat H=-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm Hxc}.\tag{6}$$

A kernel change gives $\delta\hat\rho=\sum|\phi_\alpha\rangle\delta K^{\alpha\beta}\langle\phi_\beta|$, hence

$$\delta E=2\sum_{\alpha\beta}\delta K^{\alpha\beta}H_{\beta\alpha}=2\,\mathrm{tr}(H\,\delta K).$$

This is the first part of (3), with all elements of $K$ counted as independent. If code stores one number for the pair $K^{\alpha\beta}=K^{\beta\alpha}$, the derivative with respect to that number is $4H_{\alpha\beta}$ for $\alpha\ne\beta$.

A change of the functions enters twice:

$$\delta\hat\rho=\sum_{\alpha\beta}K^{\alpha\beta}\left(|\delta\phi_\alpha\rangle\langle\phi_\beta|+|\phi_\alpha\rangle\langle\delta\phi_\beta|\right).$$

Because $K$ and $\hat H$ are symmetric and all functions are real, the two terms contribute equally to the trace. One factor 2 is from this and one from spin:

$$\delta E=4\sum_{\alpha\beta}K^{\alpha\beta}\langle\delta\phi_\alpha|\hat H\phi_\beta\rangle.\tag{7}$$

## Inner loop: the kernel at fixed functions

From (1), $\hat\rho^2=\sum|\phi_\alpha\rangle(KSK)^{\alpha\beta}\langle\phi_\beta|$ and $\mathrm{Tr}\,\hat\rho=\mathrm{tr}(KS)$. Linear independence makes (2) equivalent to $\hat\rho^2=\hat\rho$, $\mathrm{Tr}\,\hat\rho=N$. Thus $\hat\rho$ projects onto $N$ orthonormal orbitals $\psi_i=\sum_\alpha\phi_\alpha C_{\alpha i}$, and

$$K=CC^T,\qquad C^TSC=1.\tag{8}$$

**Feasible changes.** Take an antisymmetric matrix $B$ and set $U=e^{\theta BS}$. Then $U^T=e^{-\theta SB}$, because $(BS)^T=-SB$, and $SU=e^{\theta SB}S$. Therefore $U^TSU=S$. The kernel $K(\theta)=UKU^T$ satisfies

$$K(\theta)SK(\theta)=UK(U^TSU)KU^T=UKSKU^T=K(\theta),$$

and $\mathrm{tr}[K(\theta)S]=\mathrm{tr}(KU^TSU)=N$. Its derivative at $\theta=0$ is

$$\delta K=BSK-KSB.\tag{9}$$

These are all the allowed first-order changes. Differentiating $KSK=K$ at fixed $S$ gives $\delta K=\delta K\,SK+KS\,\delta K$. Multiplication by $KS$ from the left and $SK$ from the right gives $KS\,\delta K\,SK=2KS\,\delta K\,SK$, so this product is zero. Now choose $B=\delta K\,SK-KS\,\delta K$, which is antisymmetric. Using $KSK=K$,

$$BSK-KSB=\delta K\,SK+KS\,\delta K-2KS\,\delta K\,SK=\delta K.$$

**Stationarity.** Insert (9) into $\delta E=2\,\mathrm{tr}(H\delta K)$ and permute cyclically:

$$\frac{dE}{d\theta}=2\,\mathrm{tr}(BR),\qquad R=SKH-HKS.\tag{10}$$

The matrix $R$ is antisymmetric, so $B=R$ is allowed and gives $2\,\mathrm{tr}(R^2)=-2\sum_{\alpha\beta}R_{\alpha\beta}^2$. The slope vanishes for every $B$ if and only if $R=0$, which is (4).

A descent direction that accounts for the overlap is $B=S^{-1}RS^{-1}$. With the antisymmetric matrix $Y=S^{-1/2}RS^{-1/2}$, its slope is $2\,\mathrm{tr}(Y^2)\le0$.

Condition (4) is an eigenvalue problem in disguise. Apply it to $C$ and use $KSC=C$:

$$HC=SC(C^THC).$$

Diagonalizing the symmetric $N\times N$ matrix $C^THC$ by a rotation of the columns of $C$ gives $Hc_i=\varepsilon_iSc_i$. The inner loop may therefore be a self-consistent generalized diagonalization or a descent along (9); the stationary condition is the same.

## Outer loop: the support functions

When the functions change, $S$ changes in general, and a frozen kernel then violates (2). A change orthogonal to all support functions is an exception at first order. The change of overlap is

$$\delta S_{\alpha\beta}=\langle\delta\phi_\alpha|\phi_\beta\rangle+\langle\phi_\alpha|\delta\phi_\beta\rangle.$$

With $S'=S+\delta S$, the kernel $K'=C(C^TS'C)^{-1}C^T$ is feasible, as substitution in (2) shows. To first order, $(1+C^T\delta S\,C)^{-1}=1-C^T\delta S\,C$, so

$$\delta K=-K\,\delta S\,K.\tag{11}$$

The kernel that minimizes $E$ for the new functions responds differently in general. The difference between its first-order change and (11) satisfies the constraint equation at fixed $S$, so it has the form (9). By (10) and (4) it costs no energy to first order. This argument assumes that the inner minimum moves smoothly with $\phi$; it can fail where two inner solutions cross.

Combining (7) and (11),

$$\delta L=4\sum_{\alpha\beta}K^{\alpha\beta}\langle\delta\phi_\alpha|\hat H\phi_\beta\rangle-2\,\mathrm{tr}(HK\,\delta S\,K).$$

The trace equals $\mathrm{tr}(KHK\,\delta S)$. Since $KHK$ is symmetric, the two parts of $\delta S$ contribute equally:

$$\mathrm{tr}(KHK\,\delta S)=2\sum_{\alpha\beta}(KHK)^{\alpha\beta}\langle\delta\phi_\alpha|\phi_\beta\rangle.$$

Hence $\delta L=\sum_\alpha\langle\delta\phi_\alpha|G^\alpha\rangle$ with $G^\alpha$ from (5). The term $KHK$ is the energy price of restoring idempotency.

For any feasible kernel, (5) can be written as

$$|G^\alpha\rangle=4(1-\hat\rho)\hat H\sum_\beta|\phi_\beta\rangle K^{\beta\alpha},\tag{12}$$

because $\hat\rho\hat H\sum_\beta|\phi_\beta\rangle K^{\beta\alpha}=\sum_\gamma|\phi_\gamma\rangle(KHK)^{\gamma\alpha}$. The gradient contains the part of $\hat H$ acting on the occupied space that leaves this space.

## Properties needed in an implementation

**Orthogonality to the span.** Projection of (5) gives $\langle\phi_\gamma|G^\alpha\rangle=4(HK-SKHK)_{\gamma\alpha}$. After the inner loop, $SKHK=HKSK=HK$, so the overlap is zero. A nonzero value measures incomplete inner convergence.

**Redundancy.** If $Kd=0$, then $\sum_\alpha d_\alpha G^\alpha=0$ by (12). Since $K$ has rank $N$, at most $N$ combinations of the $M$ gradients are independent.

**Search direction.** Let the functions be mixed by an invertible matrix, $\phi'=A\phi$. Then $S'=ASA^T$, $K'=A^{-T}KA^{-1}$ and $G'=A^{-T}G$. The gradient does not transform like the functions, but $S'G'=A(SG)$ does. The step

$$\delta\phi_\alpha=-\lambda\sum_\beta S_{\alpha\beta}G^\beta,\qquad \lambda>0,\tag{13}$$

therefore does not depend on the representation. It lowers $L$ to first order, since $\delta L=-\lambda\sum S_{\alpha\beta}\langle G^\alpha|G^\beta\rangle$ is negative for positive definite $S$ unless $G=0$.

**Discretization factors.** If $\phi_\alpha=\sum_\mu c_{\alpha\mu}b_\mu$, then $\partial L/\partial c_{\alpha\mu}=\langle b_\mu|G^\alpha\rangle$. For values on a grid with volume element $w$, the derivative with respect to one value is $wG^\alpha$. For stored values $\sqrt w\,\phi_\alpha$, it is $\sqrt w\,G^\alpha$.

**Inner accuracy.** Near a stationary kernel, a feasible kernel error of size $\eta$ changes the energy by order $\eta^2$ but (5) by order $\eta$. The inner tolerance should therefore follow the accuracy wanted in the gradient.

One outer iteration then reads:

1. Build $S$ and converge the feasible kernel and density until $R$ is small.
2. Form $\hat H\phi_\beta$, then $H$, then $G^\alpha$ from (5).
3. Stop if $\sum_{\alpha\beta}S_{\alpha\beta}\langle G^\alpha|G^\beta\rangle$ is small. This sum is unchanged under $\phi'=A\phi$, whereas the norm of $G$ is divided by any common factor that multiplies the functions. Otherwise move the functions along (13), or a preconditioned form of it, with a line search on $L$.

## Equivalence with the Kohn-Sham equations

Let $G^\alpha=0$ everywhere for a feasible kernel. Multiply (12) by $\langle\phi_\alpha|$ from the right and sum:

$$0=\sum_\alpha|G^\alpha\rangle\langle\phi_\alpha|=4(1-\hat\rho)\hat H\hat\rho.$$

So $\hat H\hat\rho=\hat\rho\hat H\hat\rho$. The right side is symmetric, hence the left side equals its transpose $\hat\rho\hat H$, and $[\hat H,\hat\rho]=0$. The Hamiltonian maps the occupied space into itself and can be diagonalized there:

$$\hat H\psi_i=\varepsilon_i\psi_i,\quad i=1,\dots,N,\qquad n=2\sum_i\psi_i^2.\tag{14}$$

Since $\hat H$ was built from this same $n$, the equations are self-consistent.

Conversely, (14) gives $(1-\hat\rho)\hat H\hat\rho=0$. The functions $\sum_\beta\phi_\beta K^{\beta\alpha}$ lie in the occupied space, because $\hat\rho$ acting on them produces $KSK=K$. By (12), $G^\alpha=0$.

Matrix elements of $[\hat H,\hat\rho]=0$ between support functions give $HKS-SKH=0$. For unrestricted functions the outer condition thus contains the inner one. The inner loop is what makes (5) the gradient of $L$. It is not required for reaching the solution with unrestricted functions: by (7) and (11), (5) is also the gradient of $E$ when the kernel follows $K=C(C^TSC)^{-1}C^T$ with $C$ held fixed, and the zeros of that gradient again satisfy $[\hat H,\hat\rho]=0$.

The gradients (3) do not vanish at the solution. There $\delta E/\delta\phi_\alpha=4\sum_i\varepsilon_i\psi_iC_{\alpha i}$, which is zero for all $\alpha$ only if every occupied $\varepsilon_i$ is zero. They must not be used as convergence measures.

In a finite basis or on a grid the same proof holds, with "everywhere" meaning every basis direction. The result is then the Kohn-Sham solution of that discretization.

## Which stationary point is reached

Equation (14) holds for any self-consistent choice of $N$ eigenstates. To examine stability, rotate an occupied orbital into an empty one, $\psi_i\to\cos\theta\,\psi_i+\sin\theta\,\psi_a$. To second order,

$$\delta\hat\rho=\theta\left(|\psi_i\rangle\langle\psi_a|+|\psi_a\rangle\langle\psi_i|\right)+\theta^2\left(|\psi_a\rangle\langle\psi_a|-|\psi_i\rangle\langle\psi_i|\right).$$

The linear term gives no energy through (6), since $\langle\psi_i|\hat H|\psi_a\rangle=0$. The quadratic term gives $2\theta^2(\varepsilon_a-\varepsilon_i)$. The density changes at first order by $4\theta\psi_i\psi_a$, and the second-order term of $E_{\rm Hxc}$ adds $\tfrac12\cdot16\,\theta^2K_{ia}$, where

$$K_{ia}=\iint\psi_i\psi_a(\mathbf r)\,\frac{\delta^2E_{\rm Hxc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')}\,\psi_i\psi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Therefore

$$\delta E=2\theta^2\left[\varepsilon_a-\varepsilon_i+4K_{ia}\right].\tag{15}$$

If $K_{ia}>0$, this can be positive even when $\varepsilon_a$ lies slightly below $\varepsilon_i$. A minimum over real functions and kernels does not by itself prove that the lowest levels are filled, so the level order must be checked. The restriction to real functions matters: the rotation $\psi_i\to\cos\theta\,\psi_i+\mathrm{i}\sin\theta\,\psi_a$ leaves the density unchanged at first order and gives $\delta E=2\theta^2(\varepsilon_a-\varepsilon_i)$, so such a point is a saddle once complex orbitals are allowed. The levels inside the span are not sufficient for this: the empty ones are not optimized, because directions with $Kd=0$ carry no gradient.

## Localization regions

Let each $\phi_\alpha$ vanish outside a region $D_\alpha$. Then $\delta\phi_\alpha$ is also confined to $D_\alpha$, and stationarity requires

$$G^\alpha(\mathbf r)=0\quad\text{for }\mathbf r\in D_\alpha.\tag{16}$$

The sum that led to $[\hat H,\hat\rho]=0$ needs $G^\alpha$ everywhere, so the proof of equivalence no longer applies. For $M>N$, (16) does not in general deliver the inner condition either, and it must be enforced separately; for $M=N$ the kernel is $S^{-1}$ and (4) holds identically. The minimum energy cannot lie below the unrestricted one, and it cannot rise when every region is enlarged, because the old functions remain admissible.

The step (13) needs care here. Truncate first, $g^\alpha=G^\alpha$ inside $D_\alpha$ and zero outside; then form $\sum_\beta S_{\alpha\beta}g^\beta$; then truncate the result to $D_\alpha$. The first-order change is $-\lambda\sum S_{\alpha\beta}\langle g^\alpha|g^\beta\rangle\le0$, so descent is preserved. The stopping test must also use the truncated gradients, $\sum_{\alpha\beta}S_{\alpha\beta}\langle g^\alpha|g^\beta\rangle$, because $G^\alpha$ in general remains nonzero outside $D_\alpha$ at the localized minimum. This sum is unchanged under mixing of functions that share a region.

Localized functions do not make the kernel sparse. The energy contains only the elements $K^{\alpha\beta}$ between functions that overlap or are coupled by the kinetic operator, but (2), (4) and the product $KHK$ involve all elements. Discarding kernel elements generally breaks (2), and working with a truncated kernel is not treated here.

## Worked example

The model is one-dimensional, with eight electrons ($N=4$) and hard walls at $\pm7$ Å. Four Gaussian wells of depth 30 eV and width $s=0.6$ Å, with the form $e^{-(x-X)^2/2s^2}$, are centred at $X=\pm1$ and $\pm3$ Å. The interaction energy is

$$E_{\rm Hxc}=\tfrac12\iint n(x)\,u\,e^{-|x-x'|/\ell}\,n(x')\,dx\,dx'-c\int\frac{n^2}{n+n_0}\,dx,$$

with $u=5$ eV, $\ell=1$ Å, $c=3$ eV and $n_0=1$ Å$^{-1}$. The grid step is 0.1 Å. Each well carries two support functions, initially a Gaussian $e^{-(x-X)^2/2a^2}$ with $a=0.8$ Å and the same Gaussian times $x-X$, so $M=8$. The start functions are normalized; the slopes and gradient sizes quoted below depend on this scaling. In the localized runs they are first multiplied by $1-(x-X)^2/r^2$, with $r$ the radius. The outer minimization uses the gradient (5) in a quasi-Newton (L-BFGS) method with kinetic-energy preconditioning, not the step (13), and all iteration counts refer to that method. The reference is direct diagonalization of the same model on the same grid; the digits quoted belong to this grid and box. Halving the step raises the total energy by 0.04 eV, moves the occupied levels by up to 0.005 eV, the lowest empty level by 0.015 eV and the excited filling by 0.02 eV; moving the walls to $\pm10$ Å lowers the lowest empty level by 0.012 eV.

**Gradient at the start.** After the inner loop, the functions are displaced as $\phi_\alpha+\epsilon\eta_\alpha$ with random normalized $\eta_\alpha$. The slope $dL/d\epsilon$ from finite differences, with the kernel converged again at each displacement, is $-3.880$ eV. Equation (5) gives $-3.880$ eV. The gradient (3) gives $-33.036$ eV; the $KHK$ term supplies the missing $-3.88044+33.03571=29.155$ eV. The eight gradients have four singular values between 10.9 and 17.9 eV and four at rounding level, in agreement with $N=4$.

**Convergence.** The inner loop alone, with the initial functions, gives $-137.869$ eV. The nested loops reach $-139.772$ eV ($-5.13652$ hartree) in 11 outer iterations, so optimizing the functions gains 1.903 eV. Direct diagonalization agrees within $4.2\times10^{-10}$ eV. Both routes give occupied levels of $-15.706$, $-14.951$, $-13.154$ and $-10.924$ eV. At the end the norm of the gradient (3) is still 110.7 eV, while that of (5) is $2.6\times10^{-6}$ eV. The first number depends, through $C$, on the particular support functions at which the run ended. Weighted with $S$ as in step 3, the norm of (3) is $4\left(\sum_i\varepsilon_i^2\right)^{1/2}=110.5$ eV, fixed by the solution. Both values, and the slope $-33.036$ eV above, change if a constant is added to the potential. The lowest empty level is $-1.089$ eV in the span and $-1.377$ eV on the full grid, which shows the missing optimization of empty states; the value in the span belongs to this run and changes with the path taken.

**Stationary points.** Filling levels 1, 2, 3 and 5 self-consistently gives a largest stored gradient value $\sqrt w\,|G|$ of $2.4\times10^{-11}$ eV, although the energy is 19.23 eV above the ground state. For the ground state, rotation of the highest occupied into the lowest empty orbital has $\varepsilon_a-\varepsilon_i=9.547$ eV and $K_{ia}=0.115$ eV. By (15) the second derivative is $4(9.547+4\times0.115)=40.03$ eV from these rounded inputs; the unrounded formula and the numerical derivative both give 40.02 eV.

**Localization.** With $|x-X|$ limited to a radius, the energy above the unrestricted solution is:

- 1.2 Å: 4.909 eV, after 110 iterations
- 1.8 Å: 0.297 eV, after 400 iterations
- 2.4 Å: 0.027 eV, after 400 iterations

The last two runs stopped at the iteration limit, so their energies are upper bounds to the minima for those radii. The largest gradient inside the regions is at most $8.5\times10^{-6}$ of the largest outside, as (16) requires. This ratio need not be independent of the grid. If a function ends at the edge of its region with slope $\phi'$, its last value is about $|\phi'|w$ for step $w$, and the three-point kinetic operator gives a value of size $|\phi'|w/2w^2=|\phi'|/2w$ at the first point outside, which grows as the step shrinks. For the radius 1.2 Å, halving the step doubles the largest $|G|$ outside the regions and moves the energy excess to about 4.92 eV. The cause of the slow convergence was not investigated.

The numerical check also covers the kernel slope (10), the response (11) and the transformation and descent properties of (13) for unrestricted functions.

## Computed values

```
grid step 0.1 A, walls at +-7.0 A, 139 grid points
well centres (A): -3.0 -1.0 1.0 3.0
well depth 30.0 eV, Gaussian width 0.6 A
pair repulsion 5.0 eV, decay length 1.0 A
xc strength 3.0 eV, xc density scale 1.0 1/A
start function width 0.8 A
support functions 8, occupied orbitals 4, electrons 8.000000
-- kernel rotation at a random feasible kernel, slope (eV)
finite difference 3.44589, formula 3.44589
-- slope of L along a random function change (eV)
finite difference -3.88044, constrained gradient -3.88044
raw gradient without the KHK term -33.03571
-- largest overlap of support functions with G (eV)
random feasible kernel 15.5996, after inner loop 5.6e-12
singular values of G at start (eV): 1.79e+01 1.55e+01 1.29e+01 1.09e+01 1.19e-15 6.55e-16 6.06e-16 4.30e-16
-- total energies (eV)
start functions, inner loop only -137.868716
nested loops -139.771812 (-5.13651935 hartree)
direct Kohn-Sham -139.771812 (-5.13651935 hartree)
start minus Kohn-Sham 1.903096
nested minus Kohn-Sham 4.2e-10
outer iterations 11
commutator norm (eV): start 9.8618, end 8.0e-07
density-matrix difference norm, no unit: 8.2e-09
gradient norms at end (eV): raw 110.747, constrained 2.6e-06
occupied levels, nested (eV): -15.70610 -14.95103 -13.15351 -10.92380
occupied levels, direct (eV): -15.70610 -14.95103 -13.15351 -10.92380
lowest empty level (eV): in span -1.0891, direct -1.3767
-- excited stationary filling: levels 1, 2, 3, 5
energy above ground state 19.2340 eV, largest |G| 2.4e-11 eV
-- rotation of highest occupied into lowest empty level (eV)
gap 9.5471, K_ia 0.1146
second derivative: numerical 40.0218, formula 40.0218
-- localization regions
radius 1.2 A: energy excess 4.909445 eV, max |G| inside/outside 1.6e-07, iterations 110
radius 1.8 A: energy excess 0.297122 eV, max |G| inside/outside 2.6e-07, iterations 400
radius 2.4 A: energy excess 0.026832 eV, max |G| inside/outside 8.5e-06, iterations 400
```
